# Mobility for a Constant Mean Free Path: Drifted Maxwellian Versus Boltzmann Equation: a numerical check

```python
"""
Result under test: for nondegenerate carriers with tau = tau0*(E/kT)**(-1/2),
  mu_exact = 4/(3 sqrt(pi)) * e tau0/m     (linearized Boltzmann equation)
  mu_DM    = 3 sqrt(pi)/8   * e tau0/m     (drifted Maxwellian, momentum balance)
  mu_exact/mu_DM = 32/(9 pi).
Symbols: x = E/kT, k = sqrt(x) = speed / sqrt(2kT/m), tau0 = tau at E = kT,
delta = s*sqrt(2m/kT) with s the sound velocity (delta -> 0: elastic limit).
Rates are in units of 1/tau0 unless a unit is named. SI inside, engineering
units in the printout.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid

EXACT = 4 / (3 * np.sqrt(np.pi))
DRIFTED = 3 * np.sqrt(np.pi) / 8
RATIO = 32 / (9 * np.pi)


# ---------- energy averages by quadrature ----------
def average(func):
    top = quad(lambda k: func(k * k) * k**4 * np.exp(-k * k), 0, 9)[0]
    return top / quad(lambda k: k**4 * np.exp(-k * k), 0, 9)[0]


avg_tau = average(lambda x: x**-0.5)
avg_rate = average(lambda x: x**0.5)
assert abs(avg_tau - EXACT) < 1e-8
assert abs(1 / avg_rate - DRIFTED) < 1e-8
assert abs(avg_tau * avg_rate - RATIO) < 1e-8
for tau_func in (lambda x: x**1.5, lambda x: 1 / (1 + x), lambda x: 2 + np.sin(3 * x)):
    assert average(tau_func) * average(lambda x: 1 / tau_func(x)) > 1


# ---------- momentum loss of the full, unexpanded drifted Maxwellian ----------
def drifted_loss_rate(u):
    node, weight = np.polynomial.legendre.leggauss(80)
    k, wk = 3.5 * (node + 1), 3.5 * weight
    c, wc = np.polynomial.legendre.leggauss(24)
    K, C = np.meshgrid(k, c, indexing="ij")
    f = np.outer(wk, wc) * K**2 * np.exp(-(K**2 - 2 * K * u * C + u * u))
    return np.sum(f * K * C * K) / np.sum(f * K * C)


assert abs(drifted_loss_rate(0.01) - 1 / DRIFTED) < 2e-4


# ---------- Boltzmann equation with explicit acoustic phonons ----------
def phonon_transitions(delta, steps):
    """Transition matrix on a speed grid; energy conservation fixes the angle."""
    h = delta / steps
    index = np.arange(1, int(6 / h) + 1)
    k = h * index
    i, j = index[:, None], index[None, :]
    gap = np.abs(i - j)
    simpson = np.where(gap % 2 == 1, 4.0, 2.0) / 3
    simpson[gap == steps] = 1 / 3
    simpson[gap > steps] = 0
    simpson = simpson * np.where(i + j < steps, 0.0, np.where(i + j == steps, 0.5, 1.0))
    ki, kj = k[:, None], k[None, :]
    phonon = np.abs(ki**2 - kj**2)              # phonon energy / kT
    q = phonon / delta                          # momentum transfer
    safe = np.where(phonon == 0, 1.0, phonon)
    occupation = 1 / np.expm1(safe) + (kj < ki)  # emission adds one
    rate = simpson * h * 2 * kj * q**2 * occupation / (4 * ki)
    cosine = (ki**2 + kj**2 - q**2) / (2 * ki * kj)
    return k, rate, cosine


def phonon_mobilities(delta, steps):
    k, rate, cosine = phonon_transitions(delta, steps)
    operator = np.diag(rate.sum(axis=1) * k) - rate * k[None, :] * cosine
    tau = np.linalg.solve(operator, k)
    w = k**4 * np.exp(-k * k)
    full = np.sum(w * tau) / np.sum(w)
    loss = np.sum(k**3 * np.exp(-k * k) * operator.sum(axis=1)) / np.sum(w)
    return full, 1 / loss


def energy_loss_slope(delta, steps):
    """d(energy loss per carrier)/d(Te/T), in kT/tau0, at Te = T."""
    k, rate, _ = phonon_transitions(delta, steps)
    gain = np.sum(rate * (k[None, :]**2 - k[:, None]**2), axis=1)

    def loss(theta):
        w = k**2 * np.exp(-k * k / theta)
        return -np.sum(w * gain) / np.sum(w)
    assert abs(loss(1.0)) < 1e-8                # detailed balance
    return (loss(1.01) - loss(0.99)) / 0.02


near_full, near_drifted = phonon_mobilities(0.04, 8)
assert abs(near_full / EXACT - 1) < 0.01        # remaining inelasticity
assert abs(near_drifted / DRIFTED - 1) < 0.01
assert abs(near_full / near_drifted / RATIO - 1) < 0.01
assert abs(energy_loss_slope(0.04, 8) / (4 * 0.04**2 / np.sqrt(np.pi)) - 1) < 0.02

# ---------- carrier-carrier collisions restore the drifted Maxwellian ----------
dk = 0.01
k_grid = dk * (np.arange(650) + 0.5)
x_grid = k_grid**2
w_grid = k_grid**4 * np.exp(-x_grid)
w_grid /= w_grid.sum()


def mobility_with_cc(nu):
    matrix = np.diag(k_grid + nu) - nu * w_grid[None, :]
    return w_grid @ np.linalg.solve(matrix, np.ones_like(k_grid))


cc_values = [mobility_with_cc(nu) for nu in (0.0, 0.1, 1.0, 10.0, 1e4)]
assert abs(cc_values[0] - EXACT) < 1e-5
assert abs(cc_values[-1] - DRIFTED) < 1e-4
assert np.all(np.diff(cc_values) < 0)

# ---------- ellipsoidal valley on a Cartesian momentum grid (kT = 1) ----------
masses = np.array([0.92, 0.19, 0.19])           # rough silicon values / m_e
step = 0.08
axes = [step * (np.arange(-n, n) + 0.5)
        for n in np.ceil(7 * np.sqrt(masses) / step).astype(int)]
P = np.meshgrid(*axes, indexing="ij")
energy = sum(p * p / (2 * mass) for p, mass in zip(P, masses))
boltz = np.exp(-energy)
boltz /= boltz.sum()
inverse_mass_tau = np.array([np.sum(boltz * (p / mass)**2 / np.sqrt(energy))
                             for p, mass in zip(P, masses)])
mass_rate = np.array([np.sum(boltz * p * p * np.sqrt(energy)) for p in P])
assert np.allclose(inverse_mass_tau * mass_rate, RATIO, rtol=2e-3)
common_drift_factor = np.mean(1 / mass_rate) * np.mean(mass_rate)
cond_mass = 3 / np.sum(1 / masses)
dos_mass = np.prod(masses)**(1 / 3)

# ---------- worked example ----------
e, hbar, kB, me = const.e, const.hbar, const.k, const.m_e
T, m, path = 100.0, 0.26 * me, 200e-9
density, field = 1e19, 500.0                    # m^-3, V/m
sound, rho, kappa = 9.0e3, 2330.0, 11.7         # rough silicon values
kT = kB * T
v_th = np.sqrt(2 * kT / m)
tau0 = path / v_th
mu_unit = e * tau0 / m
mu_exact, mu_dm = avg_tau * mu_unit, mu_unit / avg_rate
statvolt = const.c / 1e6                        # volts per statvolt
crossover = avg_rate**2
assert abs(crossover - 64 / (9 * np.pi)) < 1e-7
drift = mu_exact * field

delta_ex = sound * np.sqrt(2 * m / kT)
inel_full, inel_dm = phonon_mobilities(delta_ex, 20)
heating = (e * field * drift * tau0 / kT) / energy_loss_slope(delta_ex, 20)


def impurity_rate(x):
    """Screened Coulomb scattering, golden rule, integrated over angle; 1/s."""
    wave = np.sqrt(2 * m * kT * x) / hbar
    screen2 = density * e**2 / (kappa * const.epsilon_0 * kT)
    log_y = np.linspace(np.log(2) - 25, np.log(2), 500)
    y = np.exp(log_y)                           # y = 1 - cos(angle)
    V = e**2 / (kappa * const.epsilon_0) / (2 * wave[:, None]**2 * y + screen2)
    angular = 0.5 * trapezoid(V**2 * y * y, log_y, axis=1)
    states = m * wave / (2 * np.pi**2 * hbar**2)
    return 2 * np.pi / hbar * density * states * angular


def intervalley_rate(x, phonon_eV, coupling_eV_cm):
    """Absorption and emission of a fixed-energy phonon, one final valley; 1/s."""
    w = phonon_eV * e / kT
    omega = phonon_eV * e / hbar
    D = coupling_eV_cm * 100 * e
    occ = 1 / np.expm1(w)
    pre = D**2 * (dos_mass * me)**1.5 / (np.sqrt(2) * np.pi * hbar**3 * rho * omega)
    return pre * np.sqrt(kT) * (occ * np.sqrt(x + w)
                                + (occ + 1) * np.sqrt(np.maximum(x - w, 0)))


def both(extra):
    total = k_grid + tau0 * extra
    return np.sum(w_grid / total), 1 / np.sum(w_grid * total)


imp = impurity_rate(x_grid)
low = intervalley_rate(x_grid, 0.020, 1e8)
high = intervalley_rate(x_grid, 0.060, 1e9)
all_full, all_dm = both(imp + low + high)
assert all_full > all_dm
nu_cc = tau0 * impurity_rate(np.array([1.0]))[0]
cc_example = mobility_with_cc(nu_cc)
band_states = 6 * 2 * (dos_mass * me * kT / (2 * np.pi * hbar**2))**1.5


def change(value):
    return 100 * (value / EXACT - 1)


print("GENERAL RESULTS (mobility in units of e tau0/m)")
print(f"exact, quadrature: {avg_tau:.5f}")
print(f"drifted Maxwellian, quadrature: {1/avg_rate:.5f}")
print(f"ratio exact/drifted: {avg_tau*avg_rate:.5f}; 32/(9 pi) = {RATIO:.5f}")
print(f"shortfall of drifted Maxwellian: {100*(1-1/RATIO):.2f} %")
print(f"crossover energy E/kT: {crossover:.4f}")
print(f"phonon Boltzmann solve, delta=0.04: exact {near_full:.4f}")
print(f"  same, drifted {near_drifted:.4f}, ratio {near_full/near_drifted:.4f}")
for nu, value in zip((0, 0.1, 1, 10, 1e4), cc_values):
    print(f"carrier-carrier rate nu*tau0 = {nu:g}: mobility {value:.4f}")
print("EXAMPLE INPUTS (rough, high-purity n-type silicon regime)")
print(f"temperature: {T:.0f} K; kT = {1e3*kT/e:.3f} meV")
print(f"mass: {m/me:.2f} m_e; mean free path: {path*1e9:.0f} nm")
print(f"carrier and impurity density: {density/1e6:.1e} cm^-3")
print(f"field: {field/100:.1f} V/cm; sound velocity: {sound*100:.1e} cm/s")
print(f"mass density: {rho/1000:.2f} g/cm^3; dielectric constant: {kappa:.1f}")
print("EXAMPLE RESULTS")
print(f"speed sqrt(2kT/m): {v_th*100:.3e} cm/s")
print(f"tau0: {tau0*1e12:.4f} ps")
print(f"e tau0/m: {mu_unit*1e4:.0f} cm^2/Vs")
print(f"exact mobility: {mu_exact*1e4:.0f} cm^2/Vs")
print(f"  = {mu_exact*1e4*statvolt:.4e} cm^2/(statV s)")
print(f"drifted-Maxwellian mobility: {mu_dm*1e4:.0f} cm^2/Vs")
print(f"  = {mu_dm*1e4*statvolt:.4e} cm^2/(statV s)")
print(f"drift velocity, exact: {drift*100:.3e} cm/s")
print(f"drift velocity, drifted Maxwellian: {mu_dm*field*100:.3e} cm/s")
print(f"crossover energy: {1e3*crossover*kT/e:.2f} meV")
print("NEGLECTED EFFECTS (change of exact mobility)")
print(f"inelasticity parameter delta: {delta_ex:.4f}")
print(f"phonon inelasticity: {change(inel_full):+.2f} %")
print(f"  ratio exact/drifted with it: {inel_full/inel_dm:.4f}")
print(f"ionized impurities: {change(both(imp)[0]):+.2f} %")
print(f"20 meV intervalley phonon, 1e8 eV/cm: {change(both(low)[0]):+.2f} %")
print(f"60 meV intervalley phonon, 1e9 eV/cm: {change(both(high)[0]):+.2f} %")
print(f"these three together: {change(all_full):+.2f} %")
print(f"  ratio exact/drifted with them: {all_full/all_dm:.4f}")
print(f"carrier-carrier estimate nu*tau0: {nu_cc:.5f}")
print(f"  mobility change: {change(cc_example):+.3f} %")
print(f"field heating (Te-T)/T: {100*heating:.3f} %")
print(f"degeneracy, density/band states: {density/band_states:.2e}")
print(f"masses along valley axes: {masses[0]:.2f}, {masses[1]:.2f} m_e")
print(f"conductivity mass: {cond_mass:.4f} m_e; density-of-states mass: {dos_mass:.4f} m_e")
r_long, r_trans = (inverse_mass_tau * mass_rate)[:2]
print(f"ratio in ellipsoidal valley: long axis {r_long:.4f}, short {r_trans:.4f}")
print(f"extra lowering factor, one drift for all valleys: {common_drift_factor:.3f}")
print("OK")
```

Output:

```
GENERAL RESULTS (mobility in units of e tau0/m)
exact, quadrature: 0.75225
drifted Maxwellian, quadrature: 0.66467
ratio exact/drifted: 1.13177; 32/(9 pi) = 1.13177
shortfall of drifted Maxwellian: 11.64 %
crossover energy E/kT: 2.2635
phonon Boltzmann solve, delta=0.04: exact 0.7530
  same, drifted 0.6653, ratio 1.1319
carrier-carrier rate nu*tau0 = 0: mobility 0.7523
carrier-carrier rate nu*tau0 = 0.1: mobility 0.7436
carrier-carrier rate nu*tau0 = 1: mobility 0.7092
carrier-carrier rate nu*tau0 = 10: mobility 0.6738
carrier-carrier rate nu*tau0 = 10000: mobility 0.6647
EXAMPLE INPUTS (rough, high-purity n-type silicon regime)
temperature: 100 K; kT = 8.617 meV
mass: 0.26 m_e; mean free path: 200 nm
carrier and impurity density: 1.0e+13 cm^-3
field: 5.0 V/cm; sound velocity: 9.0e+05 cm/s
mass density: 2.33 g/cm^3; dielectric constant: 11.7
EXAMPLE RESULTS
speed sqrt(2kT/m): 1.080e+07 cm/s
tau0: 1.8523 ps
e tau0/m: 12530 cm^2/Vs
exact mobility: 9426 cm^2/Vs
  = 2.8258e+06 cm^2/(statV s)
drifted-Maxwellian mobility: 8328 cm^2/Vs
  = 2.4968e+06 cm^2/(statV s)
drift velocity, exact: 4.713e+04 cm/s
drift velocity, drifted Maxwellian: 4.164e+04 cm/s
crossover energy: 19.51 meV
NEGLECTED EFFECTS (change of exact mobility)
inelasticity parameter delta: 0.1667
phonon inelasticity: +1.81 %
  ratio exact/drifted with it: 1.1338
ionized impurities: -1.29 %
20 meV intervalley phonon, 1e8 eV/cm: -2.72 %
60 meV intervalley phonon, 1e9 eV/cm: -0.93 %
these three together: -4.77 %
  ratio exact/drifted with them: 1.1583
carrier-carrier estimate nu*tau0: 0.00691
  mobility change: -0.091 %
field heating (Te-T)/T: 0.082 %
degeneracy, density/band states: 1.89e-06
masses along valley axes: 0.92, 0.19 m_e
conductivity mass: 0.2583 m_e; density-of-states mass: 0.3214 m_e
ratio in ellipsoidal valley: long axis 1.1318, short 1.1318
extra lowering factor, one drift for all valleys: 1.677
OK
```
